# Harmonic Spectra from Dipole, Velocity and Acceleration: Endpoints and Absorbers

The harmonic spectrum of an atom in a strong pulse can be computed from its mean position, velocity or acceleration. The three forms agree if the evolution is unitary and the mean position and velocity themselves vanish at both ends of the record. If the record is cut at a time $T$, the high-frequency background is, to leading order,

$$
\omega^2x(T)^2,\qquad v(T)^2,\qquad a(T)^2/\omega^2
$$

in the dipole, velocity and acceleration forms respectively. The acceleration form therefore has the weakest endpoint background at high frequency, but not a vanishing one. An absorber adds a second fault: it removes displacement and momentum from the wave function, and the dipole form multiplies the lost displacement rate by $\omega$. The acceleration form contains no such explicit loss term. It is still not immune, because a badly shaped absorber changes the wave function over which the force is averaged. In the example below, a step in the absorber raises the acceleration background by a factor of two million.

The remedy is to record the acceleration, end the record with a smooth taper in a field-free tail, and use an absorber that starts without a step or a kink and rises slowly over a long distance.

## The model and the naive scheme

Rydberg atomic units are used: $\hbar=1$, $m=1/2$, energies in Ry, lengths in bohr and times in $\hbar/\mathrm{Ry}$. One electron moves in one dimension with

$$
H_0=p^2+V(x)+xF(t),\qquad V=-\frac{2}{\sqrt{x^2+2}} .
$$

Here $-F$ is the laser force, and its wavelength is taken to be long compared with the electron's motion. With $r=\sqrt{x^2+2}$, the function $\psi_0=(1+r)e^{-r}$ is the ground state. Since $dr/dx=x/r$ and $d\psi_0/dr=-re^{-r}$,

$$
\psi_0'=-xe^{-r},\qquad \psi_0''=e^{-r}\left(\frac{x^2}{r}-1\right).
$$

Therefore

$$
-\psi_0''-\frac2r\psi_0
=e^{-r}\left(1-\frac{x^2+2}{r}-2\right)=-(1+r)e^{-r},
$$

where $x^2+2=r^2$ was used in the last step. The energy is $-1$ Ry, and $\psi_0$ has no node, so it is the ground state. The ionization energy is $I_p=1$ Ry.

Write $x(t)$ for the mean position, $v(t)$ for the mean velocity and $a(t)$ for the mean acceleration. For any record $f$ define

$$
\mathcal F[f](\omega)=\int_0^T f(t)e^{-i\omega t}\,dt,
$$

and let $X,V_\omega,A$ be the transforms of $x,v,a$. Up to a common prefactor, the emitted spectrum is $|A|^2$. The naive scheme propagates to $T$, transforms $x(t)$ and plots $\omega^4|X|^2$, on the ground that two time derivatives give a factor $-\omega^2$.

## First failure: the record is cut

Without an absorber, $\dot x=v$ and $\dot v=a$. The atom starts at rest in a symmetric state and the field starts from zero, so $x(0)=v(0)=a(0)=0$. Integration by parts gives

$$
V_\omega=\int_0^T\dot x\,e^{-i\omega t}dt
=x(T)e^{-i\omega T}+i\omega X,
$$

$$
A=\int_0^T\dot v\,e^{-i\omega t}dt
=v(T)e^{-i\omega T}+i\omega V_\omega .
$$

The second line yields $i\omega V_\omega=A-v(T)e^{-i\omega T}$. Multiplying the first by $i\omega$ and inserting this result,

$$
-\omega^2X=A-e^{-i\omega T}\left[v(T)+i\omega x(T)\right].
$$

The dipole and velocity forms thus differ from $A$ by terms that do not fall with frequency, whereas the harmonic signal falls steeply beyond its cutoff.

The acceleration record is cut too. For a smooth $f$, repeated integration by parts gives the contribution of the upper limit:

$$
\mathcal F[f]\to e^{-i\omega T}
\left[\frac{i f(T)}{\omega}+\frac{\dot f(T)}{\omega^2}
-\frac{i\ddot f(T)}{\omega^3}+\cdots\right].
$$

Set $f=x$ and multiply by $-\omega^2$; set $f=v$ and multiply by $i\omega$; set $f=a$. The squared moduli are

$$
\begin{aligned}
P_x&\simeq\left[\omega x(T)-\frac{a(T)}{\omega}\right]^2+v(T)^2,\\
P_v&\simeq\left[v(T)-\frac{\dot a(T)}{\omega^2}\right]^2+\frac{a(T)^2}{\omega^2},\\
P_a&\simeq\left[\frac{a(T)}{\omega}-\frac{\ddot a(T)}{\omega^3}\right]^2+\frac{\dot a(T)^2}{\omega^4}.
\end{aligned}
$$

Their leading terms are the three backgrounds stated at the start, provided the endpoint values do not happen to vanish.

Two limits show what these terms mean. If the atom is left in a superposition of bound states oscillating at frequency $\Omega\ll\omega$, then $v\sim\Omega x$ and $a\sim\Omega^2x$. Each change of form, from dipole to velocity to acceleration, lowers the endpoint amplitude by about $\Omega/\omega$. If instead a freed packet drifts away after the pulse, its velocity tends to a constant and its acceleration to zero, while its displacement grows in proportion to time. Waiting longer then makes the cut dipole spectrum worse, leaves the velocity background nearly constant and removes the packet's share of the acceleration background.

## The size of the first failure

Take a photon energy $\omega_0=0.12$ Ry and a laser force $-F(t)$ with

$$
F(t)=F_0\sin^2\!\left(\frac{\pi t}{T_p}\right)\sin\omega_0t,
\qquad F_0=0.16\ \mathrm{Ry/bohr},
$$

for four cycles, $T_p=209.44$, followed by a field-free tail of length 60. This corresponds to a wavelength of 759 nm and an intensity of $2.2\times10^{14}\ \mathrm{W/cm^2}$.

Since $m=1/2$, a free electron obeys $\ddot x=-2F$. At constant amplitude its quiver velocity has amplitude $2F_0/\omega_0$, and its kinetic energy is $v^2/4$. The cycle average is

$$
U_p=\frac14\cdot\frac12\left(\frac{2F_0}{\omega_0}\right)^2
=\frac{F_0^2}{2\omega_0^2}=\frac{0.0256}{0.0288}=0.889\ \mathrm{Ry}.
$$

An electron released at rest at the origin in such a field returns for the first time with at most $3.17\,U_p$, found by a numerical search over release phases. The classical cutoff estimate is therefore

$$
I_p+3.17\,U_p=1+3.17\times0.889=3.82\ \mathrm{Ry},
$$

or order $3.82/0.12\simeq32$. This is a guide and not a sharp limit. The envelope keeps the force peaks below $F_0$, at most 0.154 Ry/bohr. Even so, that force lowers the top of the barrier to $-1.07$ Ry, below the bound level, so ionization near the peak is over the barrier rather than by tunnelling. The computed plateau extends to about order 35. Two bands are compared: orders 15 to 28, in the plateau, and orders 50 to 65, well beyond the cutoff. All powers below are band means in $(\mathrm{bohr\,Ry}/\hbar)^2$, taken over frequencies spaced by $0.1\,\omega_0$. Denser sampling lowers the plateau mean by about 1.5%, so its later digits serve only to compare runs and forms with each other.

The first run has no absorber and a box reaching 819 bohr on each side. At the end, the probability of finding the electron beyond 20 bohr is 0.60, so ionization is strong. The endpoint values are $x(T)=-19.2$, $v(T)=-0.0424$ and $a(T)=-0.0027$ in the units above. The high band runs from $\omega=6.0$ to $7.8$, and the mean of $\omega^2$ over it is

$$
\frac{7.8^3-6.0^3}{3(7.8-6.0)}=47.9 .
$$

The predicted dipole background is $47.9\times19.2^2\simeq1.8\times10^4$, and the cut record gives $1.77\times10^4$. The true plateau is only $3.2\times10^{-2}$. The naive spectrum beyond the cutoff thus lies more than five decades above the harmonics it was meant to show.

For the velocity form, $v(T)^2=1.79\times10^{-3}$, against a computed $1.77\times10^{-3}$. The acceleration form gives $2.21\times10^{-7}$, and the band mean of $a(T)^2/\omega^2+\dot a(T)^2/\omega^4$, with $\ddot a$ neglected, gives the same value to within half a percent. This is far below the other two, but it is still an endpoint artefact, as the next step shows.

## First repair: a taper where nothing is happening

Multiply each record by a function $g(t)$ that equals one during the pulse and falls smoothly to zero in the tail:

$$
g(t)=\frac12\,\mathrm{erfc}\!\left(\frac{t-t_c}{\sigma}\right),
\qquad t_c=T_p+30,\quad \sigma=6 .
$$

Its derivative is a Gaussian, whose transform over all times has magnitude $e^{-\omega^2\sigma^2/4}$. At the lower edge of the high band the exponent is $-(6\times6/2)^2=-324$. A slowly varying $x(t)$ multiplied by $g'$ then contributes essentially nothing. What remains of the cut is set by $g(T)=\frac12\mathrm{erfc}(5)\simeq8\times10^{-13}$. With $\omega\simeq7$ and $|x(T)|\simeq19$, the leftover dipole amplitude is about $10^{-10}$ and its power about $10^{-20}$.

Placing the taper in the tail matters. A window spread over the whole pulse would also suppress endpoints, but it would weight harmonics emitted early, in the middle and late differently.

With the taper, the three plateau powers without an absorber are $3.166$, $3.168$ and $3.167$, all times $10^{-2}$. In the high band the acceleration background falls from $2.2\times10^{-7}$ to $4.9\times10^{-14}$. Nearly all of the earlier value was therefore due to the cut. What remains is not a flat floor. It comes mostly from the lower edge of the band, where the spectrum is still falling steeply: the power is a few times $10^{-12}$ averaged over orders 49 to 51 and about $10^{-15}$ from order 55 upward. That floor has the size expected from the pulse itself, whose third derivative jumps at both ends and gives $2\left[12F_0(\pi/T_p)^2\omega_0\right]^2/\omega^8\simeq7\times10^{-16}$ at order 60. The band mean shifts by about 7% with denser frequency sampling, and ratios formed with it depend on where the band starts. The velocity form gives the same $4.9\times10^{-14}$, and the dipole form $4.3\times10^{-13}$.

The dipole value is still about nine times the acceleration value. By the estimate above, the taper does not account for this. Nor does the time step. In the symmetric step given below each kinetic half step moves the mean position by $v\,\Delta t/2$, so $x_{n+1}-x_n=\Delta t\,(v_n+v_{n+1})/2$ as long as the wave stays away from the box edge. A dipole record built from $v$ by this rule has the same high-band power as the acceleration. The recorded $x$ departs from the rule mainly after $t\simeq200$, which points to the few fast electrons that reach the edge of the periodic box, where $x$ jumps; the probability beyond 800 bohr is $1.8\times10^{-8}$.

## Second failure: the absorber removes part of the record

A box large enough for every freed electron is expensive. The usual economy is to add $-iW(x)$ with $W\ge0$ near the edges, so that

$$
\partial_t\psi=-iH_0\psi-W\psi .
$$

For an operator $B$ without explicit time dependence, differentiating both factors in $\langle\psi|B|\psi\rangle$ gives

$$
\begin{aligned}
\frac{d}{dt}\langle B\rangle
&=\langle(iH_0-W)B+B(-iH_0-W)\rangle\\
&=i\langle[H_0,B]\rangle-\langle WB+BW\rangle .
\end{aligned}
$$

The mean values are not divided by the norm $N=\langle\psi|\psi\rangle$. With $B=1$, $\dot N=-2\langle W\rangle$. With $B=x$, the commutator $[p^2,x]=-2ip$ gives

$$
\dot x=v-s,\qquad v=2\langle p\rangle,\qquad s=2\langle xW\rangle .
$$

With $B=p$, the relation $[f(x),p]=if'(x)$ gives $i[V+xF,p]=-V'-F$. After multiplication by 2,

$$
\dot v=a-\rho,\qquad a=-2\langle V'\rangle-2FN,\qquad
\rho=4\,\mathrm{Re}\langle\psi|Wp|\psi\rangle .
$$

The sources $s$ and $\rho$ are the rates at which the absorber removes displacement and velocity. They are not forces on the electron, so $a$ is defined without them.

Now repeat the integration by parts with the taper. The ends contribute nothing appreciable, hence

$$
\begin{aligned}
i\omega\mathcal F[gx]&=\mathcal F[g'x]+\mathcal F[gv]-\mathcal F[gs],\\
i\omega\mathcal F[gv]&=\mathcal F[g'v]+\mathcal F[ga]-\mathcal F[g\rho].
\end{aligned}
$$

Multiplying the first line by $i\omega$ and substituting the second,

$$
\begin{aligned}
-\omega^2\mathcal F[gx]={}&\mathcal F[ga]-\mathcal F[g\rho]+\mathcal F[g'v]\\
&+i\omega\left(\mathcal F[g'x]-\mathcal F[gs]\right).
\end{aligned}
$$

The taper cures the cut only where the terms in $g'$ are negligible, as in both bands used here. At low orders they are not: without an absorber the tapered dipole power is about 20 times the acceleration power near order 2 and 7 times near order 3, and differs from it by 5 to 15% near orders 4, 5, 6 and 8. The taper also does not remove the absorber terms. The velocity form carries $\rho$; the dipole form carries $\rho$ and also $\omega s$.

## Why the edge of the absorber matters

Consider two outgoing plane-wave components with momenta $k_1$ and $k_2$, ignoring the atomic and laser forces near the absorber. Their interference in $|\psi|^2$ oscillates at the frequency $k_1^2-k_2^2$. Its weight in $s$ is proportional to the integral of $xWe^{iqx}$, with $q=k_1-k_2$. Let the absorber start at $x_s$ and let the wave have died out before the box edge. For $h=xW$, integration by parts at $x_s$ gives

$$
\int_{x_s}^{\infty}he^{iqx}dx
=e^{iqx_s}\left[\frac{ih}{q}-\frac{h'}{q^2}-\frac{ih''}{q^3}+\cdots\right]_{x_s}.
$$

A step of height $W_s$ leaves the first term, of size $x_sW_s/q$. A quadratic start $W=W_0(x-x_s)^2/L^2$ has $h=h'=0$ and $h''=2x_sW_0/L^2$ at $x_s$, so its leading term is $2x_sW_0/(L^2q^3)$. The ratio of the two amplitudes is

$$
\frac{W_sq^2L^2}{2W_0}.
$$

Two further runs use a box of half-width 204.8 bohr. The gentle absorber starts at $x_s=80$ bohr and rises quadratically to $W_0=1$ Ry over $L=124.8$ bohr. The stepped absorber is the same with $W_s=0.1$ Ry added everywhere beyond 80 bohr. For $q=2$ the amplitude ratio is about $3\times10^3$, or $10^7$ in power. The tapered dipole background actually rises from $3.0\times10^{-11}$ to $5.1\times10^{-5}$, a factor of $1.7\times10^6$. The plane-wave estimate explains why the effect is large, but not its precise size: it takes one $q$ and neglects the laser force and the attenuation of the wave.

The source $\omega s$ alone has a mean power of $5.1\times10^{-5}$ in the stepped run, which accounts for nearly all of the dipole background. The source $\rho$ has only $4\times10^{-9}$. As a test of the whole identity, the dipole transform rebuilt from all its terms differs from the direct one by $1.0\times10^{-3}$, relative to the norm of the direct transform over the high band.

The fault also reaches the harmonics themselves. With the step, the dipole plateau is $6.0\times10^{-2}$ instead of $3.2\times10^{-2}$, while the velocity and acceleration plateaus stay within half a percent of their values without an absorber.

## What the acceleration form does not repair

The tapered acceleration background is $5.3\times10^{-14}$ with the gentle absorber and $1.0\times10^{-7}$ with the stepped one. It remains about 500 times below the dipole background of the same run, yet the step has raised it by nearly the same factor as the dipole background. The velocity form gives practically the same value as the acceleration form; in the stepped run the power of $\rho$ is about 4% of the acceleration background. The stepped values depend slightly on the grid: halving the grid step from 0.4 to 0.2 bohr lowers the acceleration background by 6%, the dipole background by 3% and the dipole plateau by under 1%, while halving the time step changes them by less than 1%.

Since the two runs differ by the step alone, the step is the cause. The likely mechanism is reflection: part of the outgoing wave turns back at the edge, meets the core again and changes $\langle V'\rangle$. The reflected wave was not isolated, but two facts support this reading. The background lies in the part of $\langle V'\rangle$ near the core, while the term $-2FN$ has a power of only $4\times10^{-14}$. A real potential step of 0.1 Ry, which reflects without absorbing, gives nearly the same background, $1.1\times10^{-7}$. Whatever the mechanism, choosing the acceleration form cannot remove a disturbance already present in the wave function.

The gentle absorber leaves the acceleration plateau at $3.167\times10^{-2}$, equal to the large-box value to the digits shown. Its starting point is well outside the returning orbits, which at constant field amplitude reach up to twice the quiver amplitude $2F_0/\omega_0^2=22$ bohr, or 44 bohr. An absorber placed within the returning orbits would remove electrons that should still emit, and no choice of form would restore them. The tapered dipole background with the gentle absorber is about 70 times that of the large box, but still nine decades below the plateau.

An absorber can even lower the background of a cut record. The gentle one removes distant electrons and changes $x(T)$ from $-19.2$ to $0.59$ bohr, so the cut dipole background drops from $1.8\times10^4$ to 17. At the same time $|v(T)|$ grows from 0.042 to 0.126, and the cut velocity background rises ninefold. These changes reflect which electrons are left in the average at $T$, and neither makes the cut spectrum correct.

## The resulting scheme

1. Start from the ground state and advance it by the symmetric step

$$
\psi\to e^{-ip^2\Delta t/2}\,
e^{-i(V+xF_{\rm mid})\Delta t-W\Delta t}\,
e^{-ip^2\Delta t/2}\psi ,
$$

where $F_{\rm mid}$ is the value of $F$ at the middle of the step. The kinetic factors act in momentum space.

2. At each full step record $a=-2\langle V'\rangle-2FN$. Record $x$, $v$, $s$ and $\rho$ as well if the absorber is to be diagnosed.

3. Continue into a field-free tail, apply $g(t)$ there and compute $|\mathcal F[ga]|^2$.

4. Start the absorber outside the returning orbits and let it rise slowly, without a step or a kink. The absence of a step is not enough: a linear rise to 1 Ry over the same 124.8 bohr gives an acceleration background of $1.3\times10^{-10}$, and a quadratic rise that passes 1 Ry after 15 bohr gives $3\times10^{-11}$, against $5\times10^{-14}$ for the gentle absorber. Then change its position and shape, the box, the time step and the taper. A background beyond the cutoff that moves with the absorber, the box or the time step is at least partly numerical. The taper needs more care: moving it changes how long the atom is recorded after the pulse, and with it the real emission at the transition frequencies of bound states.

Agreement between the velocity and acceleration forms is not a sufficient check: in the stepped run they agree on a background that is wrong by six decades. Comparison with a larger box or a gentler absorber exposes the error. The remaining values are listed in the numerical output.

The endpoint and absorber identities carry over to each Cartesian component in three dimensions, with the gradient of the potential in place of $V'$. The sizes found here do not, since a packet that spreads in three dimensions returns to the core with a different density. The model also leaves out other electrons and the propagation of the emitted light through a gas.

## Computed results

```
laser photon energy 0.12 Ry; wavelength 759.4 nm
force amplitude 0.16 Ry/bohr; intensity 2.246e+14 W/cm^2
cycles 4; pulse 209.44, tail 60.0 hbar/Ry
record length 269.44 hbar/Ry = 13.03 fs
time step 0.02495 hbar/Ry; steps 10800; grid step 0.4 bohr
half-box free 819.2, absorbing 204.8 bohr
absorber start 80.0 bohr; added step 0.10 Ry
taper centre 239.44, width 6.00 hbar/Ry
ground-state energy -1.0000000 Ry
ponderomotive energy 0.8889 Ry; return factor 3.1735
quiver amplitude 22.22 bohr
cutoff estimate 3.8209 Ry = harmonic order 31.84
free run: probability beyond 20 bohr 0.5966
free run: probability beyond 800 bohr 1.75e-08
bands: plateau orders 15 to 28, high orders 50 to 65
all powers below: band means in (bohr Ry/hbar)^2
free: final norm 1.00000, x(T) -19.21310 bohr
free: v(T) -0.04235 bohr Ry/hbar, a(T) -0.00271 bohr (Ry/hbar)^2
free high, cut: dipole 1.768e+04, velocity 1.773e-03, acceleration 2.214e-07
free high, tapered: dipole 4.298e-13, velocity 4.882e-14, acceleration 4.871e-14
free plateau, tapered: dipole 3.166e-02, velocity 3.168e-02, acceleration 3.167e-02
gentle: final norm 0.54511, x(T) 0.59418 bohr
gentle: v(T) 0.12647 bohr Ry/hbar, a(T) -0.00271 bohr (Ry/hbar)^2
gentle high, cut: dipole 1.694e+01, velocity 1.606e-02, acceleration 2.210e-07
gentle high, tapered: dipole 2.956e-11, velocity 5.675e-14, acceleration 5.322e-14
gentle plateau, tapered: dipole 3.164e-02, velocity 3.168e-02, acceleration 3.167e-02
stepped: final norm 0.52245, x(T) 1.85553 bohr
stepped: v(T) 0.13882 bohr Ry/hbar, a(T) -0.00491 bohr (Ry/hbar)^2
stepped high, cut: dipole 1.649e+02, velocity 1.936e-02, acceleration 7.482e-07
stepped high, tapered: dipole 5.137e-05, velocity 1.022e-07, acceleration 1.019e-07
stepped plateau, tapered: dipole 5.975e-02, velocity 3.159e-02, acceleration 3.164e-02
endpoint laws, free: dipole 1.768e+04, velocity 1.794e-03, acceleration 2.206e-07
stepped: source power from w*s 5.092e-05, from r 4.186e-09
absorber identity: relative residual 1.03e-03
```
